# Transverse degeneracies and internal conical refraction in cubic crystals: verification in Python

```python
"""Acoustic waves in a cubic crystal: transverse degeneracies and conical refraction.

Result under test: the two transverse sheets touch quadratically along [100]
and linearly (as a cone) along [111]. For wave normal [111] the rays of linearly
polarized transverse waves form a circular cone of semi-angle Psi,
    tan(Psi) = |D| / (sqrt(2) (C11 - C12 + C44)),   D = C11 - C12 - 2 C44.

Symbols: C11, C12, C44 elastic moduli; n unit wave normal; e unit polarization;
lambda = density * speed^2, an eigenvalue of the Christoffel matrix;
delta tilt of the normal from an axis; alpha azimuth of that tilt;
phi angle of the polarization in the plane normal to [111].
The tests use unit density; the worked example uses a physical density.
"""
import numpy as np
from scipy import constants as sc

X, Y, Z = np.eye(3)
N111 = np.ones(3) / np.sqrt(3)
A111 = np.array([1.0, -1.0, 0.0]) / np.sqrt(2)
B111 = np.array([1.0, 1.0, -2.0]) / np.sqrt(6)
FRAME100 = (X, Y, Z)
FRAME111 = (N111, A111, B111)


def elastic_tensor(c11, c12, c44):
    tensor = np.zeros((3, 3, 3, 3))
    for i in range(3):
        tensor[i, i, i, i] = c11
        for j in range(3):
            if i != j:
                tensor[i, i, j, j] = c12
                tensor[i, j, i, j] = c44
                tensor[i, j, j, i] = c44
    return tensor


def christoffel(tensor, q):
    return np.einsum('ijkl,j,l->ik', tensor, q, q)


def transverse_pair(tensor, q):
    """Two eigenpairs least parallel to q, in ascending order."""
    values, vectors = np.linalg.eigh(christoffel(tensor, q))
    overlap = np.abs(q @ vectors)
    chosen = np.sort(np.argsort(overlap)[:2])
    return values[chosen], vectors[:, chosen]


def tilted(frame, delta, alpha):
    n, a, b = frame
    side = np.cos(alpha) * a + np.sin(alpha) * b
    return np.cos(delta) * n + np.sin(delta) * side, side


def sheet_gradient(tensor, q, sheet, step=1e-7):
    """Group velocity by central differences of omega(q), unit density."""
    gradient = np.zeros(3)
    for m in range(3):
        shift = step * np.eye(3)[m]
        up = np.sqrt(transverse_pair(tensor, q + shift)[0][sheet])
        down = np.sqrt(transverse_pair(tensor, q - shift)[0][sheet])
        gradient[m] = (up - down) / (2 * step)
    return gradient


def energy_velocity(tensor, n, e):
    """Mean energy flux over mean energy density, unit density."""
    lam = np.real(np.conj(e) @ christoffel(tensor, n) @ e)
    flux = np.einsum('mjkl,j,k,l->m', tensor, np.conj(e), e, n)
    return np.real(flux) / np.sqrt(lam)


def polarization(phi):
    return np.cos(phi) * A111 + np.sin(phi) * B111


def cone_tangent_from_flux(tensor, phi=0.3):
    ray = energy_velocity(tensor, N111, polarization(phi))
    along = ray @ N111
    return np.linalg.norm(ray - along * N111) / along


def cone_tangent_formula(c11, c12, c44):
    return abs(c11 - c12 - 2 * c44) / (np.sqrt(2) * (c11 - c12 + c44))


def contact_coefficients(c11, c12, c44):
    d = c11 - c12 - 2 * c44
    return d * (c11 + c12) / (c11 - c44), d * (c12 + c44) / (c11 - c44)


def splitting(tensor, frame, delta, alpha):
    values = transverse_pair(tensor, tilted(frame, delta, alpha)[0])[0]
    return values[1] - values[0]


def growth_exponent(tensor, frame, alpha=0.4):
    ratio = (splitting(tensor, frame, 2e-3, alpha)
             / splitting(tensor, frame, 1e-3, alpha))
    return np.log2(ratio)


def odd_block(tensor, frame, delta, alpha):
    """Part of the transverse 2x2 block that changes sign with the tilt."""
    basis = np.column_stack(frame[1:])
    plus = christoffel(tensor, tilted(frame, delta, alpha)[0])
    minus = christoffel(tensor, tilted(frame, -delta, alpha)[0])
    return basis.T @ (plus - minus) @ basis / 2


example = (1.5, 0.9, 0.8)
moduli_sets = [example, (1.5, 0.3, 0.2), (1.2, -0.1, 0.3), (0.5, 0.2, 0.9)]
azimuths = [0.0, 0.4, 1.1, 2.3, 3.9, 5.5]

for c11, c12, c44 in moduli_sets:
    assert c44 > 0 and c11 > c12 and c11 + 2 * c12 > 0
    C = elastic_tensor(c11, c12, c44)
    D = c11 - c12 - 2 * c44
    lam111 = (c11 - c12 + c44) / 3
    tan_psi = cone_tangent_formula(c11, c12, c44)

    # Compact matrix form against the full tensor, general direction.
    n = np.array([0.3, -0.5, 0.9])
    n /= np.linalg.norm(n)
    compact = (c44 * np.eye(3) + (c12 + c44) * np.outer(n, n)
               + D * np.diag(n**2))
    assert np.allclose(compact, christoffel(C, n), atol=1e-13)

    # Eigenvalues and polarizations on the three symmetry axes.
    n110 = (X + Y) / np.sqrt(2)
    axis_modes = [
        (X, X, c11), (X, Y, c44), (X, Z, c44),
        (n110, n110, (c11 + c12 + 2 * c44) / 2),
        (n110, Z, c44), (n110, A111, (c11 - c12) / 2),
        (N111, N111, (c11 + 2 * c12 + 4 * c44) / 3),
        (N111, A111, lam111), (N111, B111, lam111)]
    for normal, e, lam in axis_modes:
        assert np.allclose(christoffel(C, normal) @ e, lam * e, atol=1e-13)

    # Order of contact, and the symmetry reason for it.
    assert abs(growth_exponent(C, FRAME100) - 2) < 0.02
    assert abs(growth_exponent(C, FRAME111) - 1) < 0.02
    assert np.abs(odd_block(C, FRAME100, 1e-3, 0.4)).max() < 1e-15
    assert np.abs(odd_block(C, FRAME111, 1e-3, 0.4)).max() > 1e-4 * abs(D)

    p, q = contact_coefficients(c11, c12, c44)
    for alpha in azimuths:
        # Quadratic law near [100]; neglected terms are of order delta^4.
        delta = 1e-3
        found = transverse_pair(C, tilted(FRAME100, delta, alpha)[0])[0]
        root = np.hypot(p * np.cos(2 * alpha), q * np.sin(2 * alpha))
        law = c44 + delta**2 / 2 * np.array([p - root, p + root])
        assert np.allclose(found, law, rtol=0, atol=200 * delta**4)

        # Linear law near [111]; neglected terms are of order delta^2.
        delta = 1e-5
        normal, side = tilted(FRAME111, delta, alpha)
        found, vectors = transverse_pair(C, normal)
        slope = np.sqrt(2) / 3 * abs(D)
        law = lam111 + delta * slope * np.array([-1, 1])
        assert np.allclose(found, law, rtol=0, atol=20 * delta**2)

        # Polarization of the upper sheet turns by half the azimuth, reversed.
        ea, eb = vectors[:, 1] @ A111, vectors[:, 1] @ B111
        double_angle = np.array([ea**2 - eb**2, 2 * ea * eb])
        expected = np.sign(D) * np.array([np.sin(alpha), np.cos(alpha)])
        assert np.allclose(double_angle, expected, atol=1e-3)

        # Gradients of both sheets: a cone at [111], one common ray at [100].
        normal100 = tilted(FRAME100, delta, alpha)[0]
        for sheet, sign in ((0, -1), (1, 1)):
            ray = sheet_gradient(C, normal, sheet)
            limit = np.sqrt(lam111) * (N111 + sign * tan_psi * side)
            assert np.allclose(ray, limit, atol=1e-3)
            ray = sheet_gradient(C, normal100, sheet)
            assert np.allclose(ray, np.sqrt(c44) * X, atol=1e-3)

        # Energy flux exactly on the axes, arbitrary linear polarization.
        phi = alpha
        ray = energy_velocity(C, N111, polarization(phi))
        speed = np.sqrt(lam111)
        ring = speed * N111 + D / (3 * np.sqrt(2) * speed) * (
            np.sin(2 * phi) * A111 + np.cos(2 * phi) * B111)
        assert np.allclose(ray, ring, atol=1e-13)
        assert abs(cone_tangent_from_flux(C, phi) - tan_psi) < 1e-12
        e100 = np.cos(phi) * Y + np.sin(phi) * Z
        assert np.allclose(energy_velocity(C, X, e100), np.sqrt(c44) * X)

    # Energy velocity equals the gradient on a nondegenerate sheet.
    values, vectors = transverse_pair(C, n)
    for sheet in (0, 1):
        assert np.allclose(energy_velocity(C, n, vectors[:, sheet]),
                           sheet_gradient(C, n, sheet, 1e-5), atol=1e-6)

    # Circular polarization: mean energy flux along the axis.
    circular = (A111 + 1j * B111) / np.sqrt(2)
    assert np.allclose(energy_velocity(C, N111, circular),
                       np.sqrt(lam111) * N111, atol=1e-13)

    # The same cone written with the anisotropy ratio.
    ratio = 2 * c44 / (c11 - c12)
    assert abs(np.sqrt(2) * abs(1 - ratio) / (2 + ratio)
               - cone_tangent_from_flux(C)) < 1e-12

# Isotropic control: no splitting; then the two limiting cones.
isotropic = elastic_tensor(1.5, 0.5, 0.5)
assert splitting(isotropic, FRAME111, 0.1, 0.4) < 1e-13
assert cone_tangent_from_flux(isotropic) < 1e-13
soft_shear = cone_tangent_from_flux(elastic_tensor(1.0, 1.0 - 1e-6, 0.5))
soft_c44 = cone_tangent_from_flux(elastic_tensor(1.0, 0.2, 1e-6))
assert abs(soft_shear - np.sqrt(2)) < 1e-4
assert abs(soft_c44 - 1 / np.sqrt(2)) < 1e-4

# Worked example with round model parameters.
c11, c12, c44 = example
C = elastic_tensor(*example)
mass_u, volume = 60.0, 12.0
hbar2_over_mass = sc.hbar**2 / (mass_u * sc.atomic_mass) / sc.e * 1e20


def hbar_speed(lam):
    """hbar times speed in eV angstrom, from lambda in eV/angstrom^3."""
    return np.sqrt(lam * volume * hbar2_over_mass)


print(f"C11 = {c11:.3f} eV/A^3")
print(f"C12 = {c12:.3f} eV/A^3")
print(f"C44 = {c44:.3f} eV/A^3")
print(f"atomic mass = {mass_u:.1f} u")
print(f"volume per atom = {volume:.1f} A^3")
print(f"hbar^2/mass = {hbar2_over_mass:.5e} eV A^2")
print(f"D = {c11 - c12 - 2 * c44:.4f} eV/A^3")
print(f"anisotropy ratio A = {2 * c44 / (c11 - c12):.4f} (no unit)")
for name, normal in (("100", X), ("110", (X + Y) / np.sqrt(2)),
                     ("111", N111)):
    lams = np.linalg.eigvalsh(christoffel(C, normal))
    print(f"[{name}] lambda = " + ", ".join(f"{v:.5f}" for v in lams)
          + " eV/A^3")
    print(f"[{name}] hbar*v = "
          + ", ".join(f"{hbar_speed(v):.5f}" for v in lams) + " eV A")
p, q = contact_coefficients(*example)
print(f"[100] contact coefficient p = {p:.4f} eV/A^3")
print(f"[100] contact coefficient q = {q:.4f} eV/A^3")
print(f"[111] cone slope of lambda = "
      f"{np.sqrt(2) / 3 * abs(c11 - c12 - 2 * c44):.5f} eV/A^3 per rad")
tilt = 0.01
print(f"tilt = {tilt:.2f} rad, azimuth 0")
for name, frame in (("100", FRAME100), ("111", FRAME111)):
    print(f"[{name}] splitting of lambda, diagonalized = "
          f"{splitting(C, frame, tilt, 0.0):.4e} eV/A^3")
print(f"[100] splitting from quadratic law = {abs(p) * tilt**2:.4e} eV/A^3")
linear_law = 2 * np.sqrt(2) / 3 * abs(c11 - c12 - 2 * c44) * tilt
print(f"[111] splitting from linear law = {linear_law:.4e} eV/A^3")
print(f"[100] growth exponent = {growth_exponent(C, FRAME100):.4f} (no unit)")
print(f"[111] growth exponent = {growth_exponent(C, FRAME111):.4f} (no unit)")
tangent = cone_tangent_from_flux(C)
psi = np.arctan(tangent)
print(f"tan(Psi) from energy flux = {tangent:.5f} (no unit)")
print(f"tan(Psi) from formula = {cone_tangent_formula(*example):.5f} (no unit)")
print(f"cone semi-angle Psi = {np.degrees(psi):.3f} degrees")
print(f"full cone opening 2 Psi = {2 * np.degrees(psi):.3f} degrees")
wave = hbar_speed((c11 - c12 + c44) / 3)
to_m_per_s = sc.e * 1e-10 / sc.hbar
print(f"[111] transverse wave speed = {wave * to_m_per_s:.1f} m/s")
print(f"[111] hbar * ray speed = {wave / np.cos(psi):.5f} eV A")
print(f"[111] ray speed = {wave / np.cos(psi) * to_m_per_s:.1f} m/s")
for degrees in (0, 45, 90, 135):
    ray = energy_velocity(C, N111, polarization(np.radians(degrees)))
    azimuth = np.degrees(np.arctan2(ray @ B111, ray @ A111))
    print(f"polarization angle {degrees} degrees: "
          f"ray azimuth {round(azimuth) % 360} degrees")
thickness = 1e7
print(f"plate thickness = {thickness:.1e} A")
print(f"ring radius at far face = {thickness * tangent:.4e} A")
print(f"limit of tan(Psi), C11-C12 -> 0: {soft_shear:.4f} (no unit)")
print(f"limit of tan(Psi), C44 -> 0: {soft_c44:.4f} (no unit)")
print(f"limiting semi-angles = {np.degrees(np.arctan(soft_shear)):.2f}, "
      f"{np.degrees(np.arctan(soft_c44)):.2f} degrees")
print("PASS")
```

It prints:

```
C11 = 1.500 eV/A^3
C12 = 0.900 eV/A^3
C44 = 0.800 eV/A^3
atomic mass = 60.0 u
volume per atom = 12.0 A^3
hbar^2/mass = 6.96693e-05 eV A^2
D = -1.0000 eV/A^3
anisotropy ratio A = 2.6667 (no unit)
[100] lambda = 0.80000, 0.80000, 1.50000 eV/A^3
[100] hbar*v = 0.02586, 0.02586, 0.03541 eV A
[110] lambda = 0.30000, 0.80000, 2.00000 eV/A^3
[110] hbar*v = 0.01584, 0.02586, 0.04089 eV A
[111] lambda = 0.46667, 0.46667, 2.16667 eV/A^3
[111] hbar*v = 0.01975, 0.01975, 0.04256 eV A
[100] contact coefficient p = -3.4286 eV/A^3
[100] contact coefficient q = -2.4286 eV/A^3
[111] cone slope of lambda = 0.47140 eV/A^3 per rad
tilt = 0.01 rad, azimuth 0
[100] splitting of lambda, diagonalized = 3.4264e-04 eV/A^3
[111] splitting of lambda, diagonalized = 9.4273e-03 eV/A^3
[100] splitting from quadratic law = 3.4286e-04 eV/A^3
[111] splitting from linear law = 9.4281e-03 eV/A^3
[100] growth exponent = 2.0000 (no unit)
[111] growth exponent = 0.9989 (no unit)
tan(Psi) from energy flux = 0.50508 (no unit)
tan(Psi) from formula = 0.50508 (no unit)
cone semi-angle Psi = 26.797 degrees
full cone opening 2 Psi = 53.595 degrees
[111] transverse wave speed = 3000.9 m/s
[111] hbar * ray speed = 0.02213 eV A
[111] ray speed = 3361.9 m/s
polarization angle 0 degrees: ray azimuth 270 degrees
polarization angle 45 degrees: ray azimuth 180 degrees
polarization angle 90 degrees: ray azimuth 90 degrees
polarization angle 135 degrees: ray azimuth 0 degrees
plate thickness = 1.0e+07 A
ring radius at far face = 5.0508e+06 A
limit of tan(Psi), C11-C12 -> 0: 1.4142 (no unit)
limit of tan(Psi), C44 -> 0: 0.7071 (no unit)
limiting semi-angles = 54.74, 35.26 degrees
PASS
```
